# Electron-transfer rates from a continuous bath by shifting the time contour

An electron sits on a localized site of a freshly processed surface, and an ion in the aqueous bath can take it up. The coupling between the two states is weak, and its square enters the rate as a factor. The rest is set by the water and the ligands. In the classical picture they must fluctuate until both states have the same energy; quantum modes can also tunnel, which relaxes this condition. Solvent motion with quanta well below \(kT\), which is 25.7 meV at room temperature, is nearly classical, but a ligand vibration of 50 meV is not, and neither is the fast tail of the solvent spectrum. We want one rate formula for the whole continuous spectrum, and a numerical evaluation that can be trusted for slow uphill steps as well as fast ones.

## The rate as a time integral

Let \(\omega\) be the quantum energy of a mode and \(u\) the time divided by \(\hbar\), in eV\(^{-1}\), so that \(\hbar\) appears only in the final conversion to a rate. The donor and acceptor baths are

\[
H_D=\sum_j\omega_j b_j^\dagger b_j,\qquad
H_A=\Delta G+\sum_j\omega_j(b_j^\dagger+g_j)(b_j+g_j).
\]

The modes are harmonic, with equal frequencies in both states; \(\Delta G\) is the acceptor minimum minus the donor minimum. The coupling \(V\) does not depend on the bath coordinates. With \(S_j=g_j^2\), define \(S(\omega)=\sum_jS_j\delta(\omega-\omega_j)\) and the reorganization energy per unit \(\omega\), \(R=\omega S\), so that \(\lambda=\int R\,d\omega\). In the convention \(\lambda=\pi^{-1}\int J/\omega\,d\omega\), the spectral density is \(J=\pi\omega R\).

Start on the donor with its bath in equilibrium, \(\rho_D\propto e^{-\beta H_D}\), \(\beta=1/kT\). The first-order amplitude is \(-iV\int_0^u du_1\,e^{iH_Au_1}e^{-iH_Du_1}\). Squaring it and tracing over the bath gives

\[
P(u)=V^2\!\int_0^u\!\!du_1\!\int_0^u\!\!du_2\,C(u_1-u_2),\qquad
C(u)=\mathrm{Tr}\,[\rho_De^{iH_Du}e^{-iH_Au}].
\]

Only the difference enters, because \(\rho_D\) commutes with \(H_D\). A difference \(u'\) occurs over a length \(u-|u'|\), and \(C(-u)=C(u)^*\), so

\[
P(u)=2V^2\int_0^u(u-u')\,\mathrm{Re}\,C(u')\,du',\qquad
\frac{dP}{du}=2V^2\int_0^u\mathrm{Re}\,C(u')\,du'.
\]

If \(C\) dies out while \(P\ll1\), the slope becomes constant and

\[
k=\frac{V^2}{\hbar}\int_{-\infty}^{\infty}C(u)\,du .
\]

For one 50 meV mode with \(S=0.5\), \(\Delta G=-0.1\) eV, \(V=0.1\) meV and \(u=40\) eV\(^{-1}\), the second-order \(P\) divided by that of exact two-state dynamics is 1.0000057.

To find \(C\), take one mode and \(D=e^{g(b^\dagger-b)}\), for which \(D^\dagger bD=b+g\). Then \(H_A=\Delta G+D^\dagger H_DD\), and with \(\theta=\omega u\)

\[
C=e^{-i\Delta Gu}\langle e^Ae^B\rangle,\quad
A=-g(b^\dagger e^{i\theta}-be^{-i\theta}),\quad B=g(b^\dagger-b).
\]

The commutator \([A,B]=-2iS\sin\theta\) is a number, so \(e^Ae^B=e^{A+B}e^{-iS\sin\theta}\). The sum is \(A+B=\gamma b^\dagger-\gamma^*b\) with \(\gamma=g(1-e^{i\theta})\). It is linear in the oscillator operators, whose thermal distribution is Gaussian, hence \(\langle e^{A+B}\rangle=e^{\langle(A+B)^2\rangle/2}=e^{-|\gamma|^2(2n+1)/2}\), where \(n=1/(e^{\beta\omega}-1)\). Since \(|\gamma|^2=2S(1-\cos\theta)\), the exponent for all modes is

\[
Q(u)=\int S\,[(2n+1)(1-\cos\omega u)+i\sin\omega u]\,d\omega
=\int S\,[(n+1)(1-e^{-i\omega u})+n(1-e^{i\omega u})]\,d\omega ,
\]

and \(C=e^{-i\Delta Gu-Q(u)}\). The factor \(n+1\) belongs to emission of a quantum, \(n\) to absorption. For the reverse reaction the displacement changes sign, which leaves \(S\) unchanged, and the energy difference changes sign. The reverse rate is therefore \(k(-\Delta G)\).

## What goes wrong on the real axis

At short times \(Q\approx i\lambda u+\tfrac12\sigma^2u^2\), with \(\sigma^2=\int R\,\omega(2n+1)d\omega\). For soft modes \(2n+1\approx2kT/\omega\) and \(\sigma^2\approx2\lambda kT\). The Gaussian integral then gives Marcus' formula,

\[
k_M=\frac{V^2}{\hbar}\sqrt{\frac{\pi}{\lambda kT}}\,
\exp\left[-\frac{(\lambda+\Delta G)^2}{4\lambda kT}\right].
\]

The exponential here is an activation factor, but numerically it is a cancellation. The magnitude of the integrand has area \(\sqrt{2\pi}/\sigma\) whatever \(\Delta G\) is; the small rate comes from the oscillation \(e^{-i(\lambda+\Delta G)u}\) averaging it away. For \(\lambda=1\) eV and \(\Delta G=+1.2\) eV the factor is \(e^{-4.84/0.1028}\approx e^{-47}\), or about \(4\times10^{-21}\). Double precision carries some \(10^{-16}\) of the summed magnitudes. A finer time step cannot recover what rounding has destroyed.

Detailed balance, derived below, requires \(k(g)/k(-g)=e^{-\beta g}\). For the example bath, the relative defect of the real-axis integral is \(2\times10^{-8}\) at \(g=0.3\) eV, \(5\times10^{-5}\) at 0.6 eV and \(8\times10^5\) at 1.2 eV. The last uphill rate is noise.

## Where the contour may go

The integrand is analytic in \(u\), so the line can be moved to \(u=\tau-is\) if \(Q\) stays analytic between the lines and the integrand vanishes at large \(|\tau|\). Both conditions depend on the bath. Take an ohmic solvent with exponential cutoff, \(S=S_0e^{-\omega/\omega_c}/\omega\), where \(S_0=\lambda_s/\omega_c\). Write \(n=\sum_{m\ge1}e^{-m\beta\omega}\) and use

\[
\int_0^\infty\frac{d\omega}{\omega}e^{-a\omega}(1-e^{-i\omega u})=\ln(1+iu/a),
\]

which holds because both sides vanish at \(u=0\) and have derivative \(i/(a+iu)\). The result is

\[
Q=S_0\Big\{\ln(1+i\omega_cu)+\sum_{m\ge1}\ln\Big[1+\frac{u^2}{(m\beta+1/\omega_c)^2}\Big]\Big\}.
\]

The nearest singularities below and above the real axis give the strip \(-1/\omega_c<s<\beta+1/\omega_c\). The sum is the logarithm of a ratio of gamma functions; direct frequency quadrature of \(Q\) agrees with that closed form to \(2\times10^{-12}\) at five real and complex times.

At long times the derivative of the sum tends to \(\int_0^\infty 2u\,dm/(m^2\beta^2+u^2)=\pi kT\), so \(|C|\) falls as \(e^{-\pi S_0kT|u|}\) up to a power of \(u\). The ends of the contour contribute nothing.

This fails for \(J\propto\omega^3\). Then \(S\propto\omega\), the integral \(\int S(2n+1)d\omega\) is finite, and its cosine part averages to zero at long times. \(|C|\) reaches the plateau \(e^{-\int S(2n+1)d\omega}\). The spectrum contains a line of zero width at \(\Delta G=0\), and the plain time integral does not exist. Where the plateau is appreciable, it must be subtracted and the line treated separately, with a width from some process outside this model. Its size depends strongly on the coupling to the bath: for a cubic bath with \(\omega_c=20\) meV at room temperature, it is 5% of the integrand's peak on the half-shifted line introduced below if \(\lambda=0.05\) eV, but only \(4\times10^{-22}\) of it, too small to matter numerically, if \(\lambda=0.8\) eV.

## The half shift

The choice \(s=\beta/2\) is suggested by the balance of emission and absorption. With \(a=\beta\omega/2\),

\[
n+1=\frac{e^{a}}{2\sinh a},\qquad n=\frac{e^{-a}}{2\sinh a},\qquad
e^{\mp i\omega u}=e^{\mp a}e^{\mp i\omega\tau}.
\]

The thermal factors cancel in both products: \((n+1)e^{-i\omega u}+ne^{i\omega u}=\cos\omega\tau/\sinh a\). Since \(2n+1=\coth a\),

\[
k(\Delta G)=\frac{V^2}{\hbar}e^{-\beta\Delta G/2}\int_{-\infty}^{\infty}d\tau\,\cos(\Delta G\tau)
\exp\Big[-\int S\Big(\coth a-\frac{\cos\omega\tau}{\sinh a}\Big)d\omega\Big].
\]

The bath factor is now real and even in \(\tau\). The integral does not change when \(\Delta G\) changes sign, so \(k(\Delta G)/k(-\Delta G)=e^{-\beta\Delta G}\).

Two limitations remain. First, on this line detailed balance holds by construction, so checking it there says nothing about accuracy. Second, \(\cos(\Delta G\tau)\) still oscillates. In the classical Gaussian estimate a fraction \(e^{-\Delta G^2/4\lambda kT}\) survives the cancellation. That is harmless at 0.3 eV but about \(10^{-6}\) at 1.2 eV.

## The shift that follows the driving force

Let \(E(s)\) be the exponent at \(\tau=0\):

\[
E(s)=-\Delta G\,s+\int S\,[(n+1)(e^{-\omega s}-1)+n(e^{\omega s}-1)]\,d\omega .
\]

The exponent is a function of \(\tau-is\), so \(\partial_\tau=i\partial_s\) and near \(\tau=0\) it reads \(E+iE'\tau-\tfrac12E''\tau^2+\dots\) The linear phase disappears when \(E'(s)=0\), that is

\[
-\Delta G=\int R\,[(n+1)e^{-\omega s}-ne^{\omega s}]\,d\omega .
\]

The right side falls monotonically with \(s\), so bisection finds the root \(s^*\) safely. The magnitude of the integrand on any allowed line is

\[
\exp\Big\{E(s)-\int S\,[(n+1)e^{-\omega s}+ne^{\omega s}](1-\cos\omega\tau)\,d\omega\Big\},
\]

largest at \(\tau=0\). At \(s^*\) the integrand is thus a peak with stationary phase at its top; only cubic and higher phases are left.

At \(s=0\) the right side of the saddle equation is \(\lambda\), so the real axis is the right contour at \(\Delta G=-\lambda\), where transfer is activationless. At \(s=\beta/2\) it is zero, so the half shift is the right one at \(\Delta G=0\). For soft modes the bracket is \(1-2kTs\), giving \(kTs^*\approx(\lambda+\Delta G)/2\lambda\). In the inverted region, \(\Delta G<-\lambda\), the shift is negative and relies on the strip above the real axis. A bath whose \(R\) falls only as a power of \(\omega\) has no such strip, because \(\int S e^{\omega|s|}d\omega\) diverges. Its shift is confined to \(0\le s\le\beta\), so one stays at \(s=0\) for \(\Delta G<-\lambda\) and at \(s=\beta\) for \(\Delta G>\lambda\).

## The time step

For the trapezoid sum with step \(h\), Poisson summation gives \(h\sum_jf(jh)=\sum_m\int f(\tau)e^{2\pi im\tau/h}d\tau\). Insert \(\tau=u+is\): the extra factor becomes \(e^{-2\pi ms/h}e^{2\pi imu/h}\), whose second part shifts \(\Delta G\). Hence

\[
k_h(\Delta G)=\sum_{m=-\infty}^{\infty}e^{-2\pi ms/h}\,k(\Delta G-2\pi m/h).
\]

The step error consists of copies of the rate at displaced driving forces. On the real axis they enter with full weight, and a copy near the activationless maximum can swamp a small rate. A shift \(s>0\) weakens the copies from lower \(\Delta G\) but strengthens those from higher \(\Delta G\), so it must suit the driving force. With a deliberately coarse \(h=7.854\) eV\(^{-1}\) (5.17 fs) at \(\Delta G=0\), the copies are 0.8 eV apart. The real-axis sum exceeds the true rate by a factor of about 8700, while the half-shifted sum is off by 0.28%. The formula predicts both errors to all printed digits. At \(\Delta G=-1.0\) eV the order is reversed: with the same step the real axis, which is the saddle contour there, is off by 0.9%, and the half-shifted sum is too large by a factor of about \(1.7\times10^4\).

## A reference without oscillation

Agreement between contours does not test what they share. An independent value comes from counting quanta. Place the modes at \(\omega_j=j\delta\), with weights \(S_j=S(\omega_j)\delta\). In \(e^{-Q}\), the emission factor \(\exp[\sum_jS_j(n_j+1)(z^j-1)]\), \(z=e^{-i\delta u}\), generates the probabilities \(p_m\) that independent Poisson emissions release a total energy \(m\delta\). With \(a_j=S_j(n_j+1)\), differentiating this function \(G(z)\) gives \(zG'=\sum_jja_jz^jG\), and comparing powers of \(z\),

\[
m\,p_m=\sum_{j=1}^{m}j\,a_j\,p_{m-j},\qquad p_0=e^{-\sum_ja_j}.
\]

Absorption follows with \(a_j=S_jn_j\). If \(P_m\) is the probability of net release \(m\delta=-\Delta G\), integration over one period \(2\pi/\delta\) of \(C\) gives \(k=2\pi V^2P_m/(\hbar\delta)\). All terms are positive, so small rates lose no digits by cancellation.

For \(\delta=4\) meV the relative errors of the time integrals are:

| \(\Delta G\) (eV) | real axis | half shift | saddle |
|---|---|---|---|
| +1.2 | \(3\times10^{4}\) | \(3\times10^{-8}\) | \(10^{-14}\) |
| +0.3 | \(3\times10^{-9}\) | \(2\times10^{-14}\) | \(7\times10^{-15}\) |
| −1.2 | \(10^{-14}\) | \(2\times10^{-8}\) | \(10^{-14}\) |

The half shift is worse than the real axis at −1.2 eV, which lies close to \(-\lambda\).

These are errors for the same discrete bath. Its rates are not those of the continuum: at −0.3 eV it gives \(3.85\times10^8\) s\(^{-1}\), twice the continuous value below. The sum omits the half-weight point at \(\omega=0\), and its solvent reorganization energy is \(0.8\times0.2/(e^{0.2}-1)=0.723\) eV instead of 0.8 eV. Marcus' formula with this change gives a factor 2.05, against the actual 2.03.

## The scheme and what detailed balance can tell

1. Choose a frequency quadrature, here 600 Gauss–Legendre points up to 1.2 eV, and check \(\int R\,d\omega=\lambda\).
2. Solve the saddle equation for \(s^*\) within the strip.
3. Sum the integrand on \(\tau-is^*\), using \(f(-\tau)=f(\tau)^*\).
4. Vary frequency grid, step and range.
5. Compute the reverse rate on a contour that is not the mirror image \(\beta-s^*\), and test detailed balance.

With the reverse contour displaced by 4 eV\(^{-1}\) from its saddle, the defect is at most \(4\times10^{-14}\) at 0.3, 0.6 and 1.2 eV. This tests thermal factors, shift and time integration. It does not test the spectrum, because \(n+1=e^{\beta\omega}n\) holds mode by mode for any \(R\). Removing all modes above 40 meV leaves a real-axis defect of \(2\times10^{-9}\) at 0.3 eV, yet changes the rate at −0.3 eV by a factor 12.4.

## A surface site and an ion in water

Take \(V=1\) meV, \(T=298.15\) K, \(\Delta G=-0.30\) eV, an ohmic solvent with \(\lambda_s=0.8\) eV and \(\omega_c=20\) meV, and a Gaussian ligand band with 0.2 eV at 50 meV, width 5 meV. Marcus' prefactor is \(1.68\times10^{10}\) s\(^{-1}\), and

\[
k_M=1.68\times10^{10}\,e^{-0.49/0.1028}\ \mathrm{s^{-1}}=1.43\times10^8\ \mathrm{s^{-1}}.
\]

The saddle lies at \(kTs^*=0.341\), near the classical 0.35. The integral gives \(k=1.89\times10^8\) s\(^{-1}\), a lifetime of 5.3 ns; the reverse rate is \(1.61\times10^3\) s\(^{-1}\). The fraction of the integrand's area that survives cancellation is 0.012 on the real axis, 0.39 at the half shift and 1.00 at the saddle. With a step of 0.165 fs and a range of 46 fs, halving the number of frequencies moves the rate by \(6\times10^{-12}\) relative; a half step or longer range moves it less.

The quantum rate is 1.32 times Marcus' value at −0.3 eV, 1.41 times at zero and 0.94 times at −1.0 eV. The first quantum corrections account for most of the last two values. The mean of \(\omega^2\) weighted by \(R/\lambda\) is \(1.15\times10^{-3}\) eV\(^2\), so \(\beta^2\langle\omega^2\rangle\approx1.73\). At \(-\lambda\), expanding \(\coth a\) widens \(\sigma^2\) by \(1+1.73/12\), which multiplies the peak by 0.93, near the full 0.94. At \(\Delta G=0\), the half-shift exponent at \(\tau=0\) is \(-\int S\tanh(\beta\omega/4)d\omega\approx-\tfrac14\beta\lambda(1-1.73/48)\). This raises the rate by \(e^{0.35}\), and the smaller variance on this line, \(\int R\,\omega/\sinh a\,d\omega\approx2\lambda kT(1-1.73/24)\), adds a factor 1.04: together 1.48, near the full 1.41. At \(\Delta G=0\) the lower barrier thus matters more than the changed prefactor; at \(-\lambda\), where there is no barrier, only the prefactor changes. The ligand is not the only cause: the solvent contributes \(0.8\times2\omega_c^2=6.4\times10^{-4}\) eV\(^2\) to \(\langle\omega^2\rangle\), more than half, because its \(\lambda\) is large and its exponential tail reaches well above 20 meV. At 3000 K, a purely mathematical limit here, the ratio at \(\Delta G=0\) is 1.001.

The total \(\lambda\) of 1 eV is a model choice, not a value for a particular ion; ions whose metal–ligand bonds change length appreciably can have a much larger one. Couplings vary by orders of magnitude, and 1 meV stands for a weak contact. The golden rule also needs few repeated crossings. Near resonance the energy gap drifts at speed \(v=x/\tau_w\), where \(x\) is its distance from the well's minimum and \(\tau_w\) the water relaxation time. Diffusion with constant \(D\) returns it with integrated density \(\int_0^\infty e^{-v^2t/4D}(4\pi Dt)^{-1/2}dt=1/v\). Multiplying by \(2\pi V^2/\hbar\) and adding both wells, \(x=0.7\) and 1.3 eV, gives 0.0105 for a rough \(\tau_w=0.5\) ps; the full return integral gives 0.0115. With water this slow, the rate would be overestimated by about 1%. The 0.5 ps is an added assumption, applied here to the whole \(\lambda\); the solvent part of the model bath loses its memory on the much shorter scale \(\hbar/\omega_c=33\) fs, which makes returns rarer. The correction grows with \(V^2\), so at a coupling of 10 meV the slow-water estimate exceeds 1 and the golden rule could not be trusted in such a solvent.

Other omissions and uncertain inputs matter more. With all else fixed, raising the solvent reorganization energy by 0.1 eV multiplies the rate by 0.40, an electrostatic shift of \(\Delta G\) by +0.05 eV halves it, and an extra 0.1 nm of distance multiplies it by 0.37 if \(V^2\) decays at a rough 10 nm\(^{-1}\). A bath at 333 K multiplies it by 1.45. The shape of the solvent spectrum is a model choice too, not a fit to water: at the same \(\lambda_s\), halving \(\omega_c\) multiplies the rate by 0.895 and doubling it by 1.37. An O–H band at 0.4 eV with \(\lambda=0.04\) eV gives 0.905 at −0.3 eV, which is the overlap \(e^{-0.04/0.4}\) of an unexcited mode, but 1.60 at −1.5 eV, where emitting its quantum opens a faster channel. A metal surface would add a Fermi-weighted sum over its levels, and coupled proton transfer would need further states; neither is sized here. The numerical output follows; its column "shift*kT/hbar" lists the dimensionless \(kTs^*\), the shift there being counted as a time \(\hbar s^*\).

## Computed results

```
temperature 298.15 K, kT = 25.693 meV, hbar/kT = 25.62 fs
V = 1.0 meV, solvent lambda = 0.80 eV, cutoff = 20 meV
ligand lambda = 0.20 eV at 50 meV, width 5 meV
largest relative error of Q, quadrature vs closed form: 2e-12
second-order / exact transfer probability: 1.0000057
Relative error against quantum counting (comb bath, 4 meV spacing)
dG (eV)   counted k (1/s)   real time   half shift   saddle
+1.20     4.05766e-11       3e+04       3e-08        1e-14
+0.30     3.26796e+03       3e-09       2e-14        7e-15
+0.00     3.13124e+06       5e-14       2e-14        2e-14
-0.30     3.84881e+08       3e-14       2e-14        1e-14
-1.20     7.80682e+09       1e-14       2e-08        1e-14
Continuous bath, saddle contour
dG (eV)   shift*kT/hbar   k (1/s)      Marcus k (1/s)   k/Marcus
+0.30     +0.6590         1.6060e+03   1.2122e+03       1.325
+0.00     +0.5000         1.4125e+06   9.9869e+05       1.414
-0.30     +0.3410         1.8915e+08   1.4277e+08       1.325
-1.00     +0.0000         1.5807e+10   1.6800e+10       0.941
-1.50     -0.2017         1.9012e+09   1.4752e+09       1.289
k/Marcus at dG = 0 and 3000 K (limit test only): 1.00098
MAIN RESULT k(-0.30 eV) = 1.8915e+08 1/s, lifetime 5.287 ns
reverse rate = 1.6060e+03 1/s
fraction surviving cancellation, real time: 1.19e-02
fraction surviving cancellation, half shift: 3.90e-01
fraction surviving cancellation, saddle: 1.00e+00
Detailed-balance defect |k(+g)/k(-g) exp(g/kT) - 1|
g = 0.3 eV: real time 2e-08, unmatched shifted contours 2e-14
g = 0.6 eV: real time 5e-05, unmatched shifted contours 4e-14
g = 1.2 eV: real time 8e+05, unmatched shifted contours 1e-14
bath cropped at 40 meV: defect 2e-09, but rate wrong by factor 12.38
coarse step 7.854 /eV = 5.17 fs, dG = 0
  real time: coarse sum / true rate - 1 = 8.6938e+03, predicted 8.6938e+03
  half shift: coarse sum / true rate - 1 = 2.8176e-03, predicted 2.8176e-03
grid: 600 frequencies to 1.2 eV, step 0.1646 fs, range 46.07 fs
relative shifts: 300 frequencies 6e-12, half step 3e-15, longer range 2e-16
Neglected: repeated crossings, rough water time 0.5 ps: 0.0115
Neglected: O-H band, 0.4 eV, lambda 0.04 eV, dG -0.30 eV: rate factor 0.905
Neglected: O-H band, 0.4 eV, lambda 0.04 eV, dG -1.50 eV: rate factor 1.600
Bath at 333.15 K instead: rate factor 1.452
Electrostatic shift of dG by +0.05 eV: rate factor 0.504
Distance +0.1 nm, rough decay of V^2 10 /nm: rate factor 0.368
```
